# Diffusion and wall reaction as added resistances in neutral radical loss

Consider a gas between two large parallel plates at $x=\pm a$. Radicals are produced at a uniform rate $G$ per unit volume, diffuse with coefficient $D$, and are lost only at the plates. Let the outward flux at a plate be $s$ times the local density $n$, where $s$ is a speed that measures how readily the surface removes radicals. In the steady state

$$
D\frac{d^2n}{dx^2}=-G .
$$

Symmetry makes the slope zero at $x=0$, so one integration gives $dn/dx=-Gx/D$. The flux reaching each plate is $-D\,dn/dx=Ga$, and the wall condition then fixes the density there: $n(a)=Ga/s$. A second integration gives

$$
n(x)=\frac{G(a^2-x^2)}{2D}+\frac{Ga}{s}.
$$

The mean of $x^2$ over the gap is $a^2/3$. The mean density divided by the production rate is the mean lifetime,

$$
\tau=\frac{a^2}{3D}+\frac{a}{s}.
$$

This is a sum of two resistances in series. A given flow of radicals needs one density difference to carry it to the wall and a further density at the wall to drive the reaction. In this problem the addition is exact.

To find $s$, let a radical be lost with probability $\gamma$ each time it strikes the wall, and otherwise be re-emitted diffusely. Split the velocity distribution at the wall into parts that are even and odd under reversal of velocity. The even part carries all the density and no net flux. If it is an isotropic Maxwellian with mean speed $\bar v$, its one-way flux is

$$
n\bar v\,\frac{1}{4\pi}\int_0^{2\pi}\!d\phi\int_0^{\pi/2}\!\cos\theta\sin\theta\,d\theta=\frac{n\bar v}{4}.
$$

The odd part carries the net outward flux $\Gamma$. Normal velocity times an odd function is even, so each half of velocity space contributes $\Gamma/2$. The flux striking the wall is therefore $n\bar v/4+\Gamma/2$, and the flux returning is $n\bar v/4-\Gamma/2$. The returning flux is the fraction $1-\gamma$ of the striking flux:

$$
\frac{n\bar v}{4}-\frac{\Gamma}{2}=(1-\gamma)\left(\frac{n\bar v}{4}+\frac{\Gamma}{2}\right).
$$

Collecting terms gives $\gamma n\bar v/4=(2-\gamma)\Gamma/2$, so that

$$
\Gamma=sn,\qquad s=\frac{\gamma\bar v}{2(2-\gamma)} .
$$

For small $\gamma$ this is the familiar $\gamma\bar v/4$. At $\gamma=1$ it is $\bar v/2$, because nothing returns and the net flux must equal twice $n\bar v/4$. The approximation lies in the form of the even part, which collisions do not fully restore within about a mean free path of the wall.

The plate result extends to a long cylinder and a sphere. Let $d=1,2,3$ for the slab, cylinder and sphere, with $a$ the half-width or radius. The steady equation is

$$
\frac{1}{r^{d-1}}\frac{d}{dr}\left(r^{d-1}\frac{dn}{dr}\right)=-\frac{G}{D}.
$$

Integrating from the centre gives $dn/dr=-Gr/(dD)$. The wall flux is $Ga/d$, so the wall density is $Ga/(ds)$, and

$$
n(r)=\frac{G(a^2-r^2)}{2dD}+\frac{Ga}{ds}.
$$

The volume average of $r^2$ is $a^2d/(d+2)$, so the average of $a^2-r^2$ is $2a^2/(d+2)$. Hence

$$
\tau=\frac{a^2}{d(d+2)D}+\frac{a}{ds}.
$$

Since $V/A=a/d$ for these shapes, with $V$ the volume and $A$ the wall area, the second term is

$$
\tau_w=\frac{V}{As}=\frac{2V(2-\gamma)}{A\bar v\gamma}.
$$

A different quantity is measured when production stops and the density decays. After the faster modes have died away, $n=u(\mathbf r)e^{-kt}$, where $u$ is the slowest mode:

$$
-D\nabla^2u=ku,\qquad -D\,\partial_nu=su\ \text{ at the wall.}
$$

Here $\partial_n$ is the outward normal derivative. If the density vanished at the wall, the decay time would be $\tau_D=\Lambda^2/D$, which defines the diffusion length $\Lambda$. Chantry's formula is

$$
\frac1k\approx\tau_D+\tau_w=\frac{\Lambda^2}{D}+\frac{2V(2-\gamma)}{A\bar v\gamma}.
$$

The plates show why this is an approximation. The mode is $\cos(\xi x/a)$, with $k=D\xi^2/a^2$ and $\xi\tan\xi=sa/D$. For weak reaction, $\xi\tan\xi=\xi^2+\xi^4/3+\dots$, which inverts to

$$
\frac1{\xi^2}=\frac{D}{sa}+\frac13+\dots,\qquad \frac1k=\frac as+\frac{a^2}{3D}+\dots
$$

A perfectly absorbing boundary has $\xi=\pi/2$ and $\Lambda^2=4a^2/\pi^2=0.405a^2$. The diffusion resistance of the decaying mode thus shifts from $0.333a^2/D$ to $0.405a^2/D$ as the wall becomes more reactive and the profile changes from nearly flat to a cosine. Chantry's formula uses the second value throughout.

The size of the error can be bounded. Multiply the mode equation by $u$, integrate over the vessel and use the divergence theorem with the wall condition:

$$
k\int u^2\,dV=D\int|\nabla u|^2dV+s\oint u^2\,dA .
$$

For any trial function, the ratio of the right side to $\int u^2dV$ is at least $k$. To see this, expand the trial function in the complete orthonormal modes $u_j$ with rates $k_j$. The ratio becomes $\sum k_jc_j^2/\sum c_j^2$, a weighted mean of rates, none smaller than $k$. A constant trial function gives $k\le sA/V$. The mode that vanishes at the wall gives $k\le D/\Lambda^2$. In other words, each resistance alone is at most $1/k$, so in a vessel of any shape Chantry's time cannot exceed $2/k$.

The steady lifetime supplies a lower bound on $1/k$. Write $t(\mathbf r)=n/G$, so that $-D\nabla^2t=1$, and expand $1=\sum c_ju_j$. Because $t$ and $u_j$ obey the same wall condition, Green's theorem gives

$$
c_j=\int u_j(-D\nabla^2t)\,dV=k_j\int u_jt\,dV .
$$

The coefficients of $t$ are therefore $c_j/k_j$, and

$$
\tau=\frac1V\int t\,dV=\frac1V\sum_j\frac{c_j^2}{k_j}\le\frac1{kV}\sum_jc_j^2=\frac1k,
$$

since $\sum c_j^2=\int1^2dV=V$. This holds in any shape.

For the slab, long cylinder and sphere there is also an upper bound. Their slowest mode depends on $r$ alone, so it has one value $c$ over the whole wall. Write $u=w+c$, where $w$ vanishes at the wall, and let $\|u\|^2=\int u^2dV$. Define the two parts of the variational expression as

$$
P=D\int|\nabla u|^2dV,\qquad Q=s\oint u^2dA=sAc^2 .
$$

Since $\nabla w=\nabla u$ and $w$ is an allowed trial function for the absorbing boundary, $\|w\|^2\le\tau_DP$. The constant part has $\|c\|^2=c^2V=\tau_wQ$. The triangle inequality followed by Cauchy's inequality gives

$$
\|u\|\le\sqrt{\tau_DP}+\sqrt{\tau_wQ}\le\sqrt{\tau_D+\tau_w}\,\sqrt{P+Q}.
$$

But $P+Q=k\|u\|^2$, so $1/k\le\tau_D+\tau_w$. Together,

$$
\frac{a^2}{d(d+2)D}+\frac{a}{ds}\le\frac1k\le\frac{\Lambda^2}{D}+\frac{a}{ds}.
$$

For these three shapes Chantry's formula never underestimates the decay time. As $s\to0$ the common wall term dominates both bounds. As $s\to\infty$ the upper bound tends to $\Lambda^2/D$, which $1/k$ is already known to reach or exceed. The formula is therefore correct in both limits. Numerical solutions at 41 values of $sa/D$ between 0.01 and 1000 lay within the bounds, to a grid error of two parts in $10^4$. Relative to the solved decay time, the largest excess of the sum was 5.1% for the slab, 8.6% for the long cylinder and 11.4% for the sphere, at $sa/D$ between 2 and 4.

A closed cylinder of radius $R$ and height $L$ behaves differently. With $z$ measured from the mid-plane, the mode is $J_0(\xi_rr/R)\cos(2\xi_zz/L)$. Since $J_0'=-J_1$, the wall conditions are

$$
\xi_rJ_1(\xi_r)=\frac{sR}{D}J_0(\xi_r),\qquad \xi_z\tan\xi_z=\frac{sL}{2D},
$$

and the rates of the two directions add:

$$
k=D\left[\left(\frac{\xi_r}{R}\right)^2+\left(\frac{2\xi_z}{L}\right)^2\right].
$$

Applying the sum to each direction separately gives times $p_1+q_1$ and $p_2+q_2$, with

$$
p_1=\frac{R^2}{2.405^2D},\quad q_1=\frac{R}{2s},\quad p_2=\frac{L^2}{\pi^2D},\quad q_2=\frac{L}{2s}.
$$

These two paths act in parallel. Chantry's formula instead combines $p_1$ with $p_2$ in parallel, combines $q_1$ with $q_2$ in parallel, and then adds. To compare the two, note that

$$
\frac{p_1p_2}{p_1+p_2}=\min_\theta\left[\theta^2p_1+(1-\theta)^2p_2\right],
$$

with the minimum at $\theta=p_2/(p_1+p_2)$. The minimum of a sum is at least the sum of the separate minima. Hence

$$
\frac{(p_1+q_1)(p_2+q_2)}{p_1+q_1+p_2+q_2}\ge\frac{p_1p_2}{p_1+p_2}+\frac{q_1q_2}{q_1+q_2}.
$$

The left side overestimates the true time, because each direction does. Chantry's regrouping lowers it, so the two errors oppose each other. For $R/(L/2)$ from 0.1 to 10 and $sV/(AD)$ from 0.01 to 100, the error of the sum ran from $-3.8\%$ to $+7.4\%$ of the solved time. The largest underestimate occurs near $R/(L/2)\approx9$. For flatter vessels it shrinks (to $-2.9\%$ at 20 and $-1.5\%$ at 50) as the slab is approached. For vessels much taller than the range scanned, the largest overestimate rises toward the long-cylinder value of 8.6%.

The wall term survives outside the diffusion regime better than its derivation suggests. Take steady uniform production in a slab, long cylinder or sphere, with any mean free path. Let the radicals scatter from a background gas that leaves a uniform Maxwellian unchanged, and let the wall re-emit at the gas temperature. If $\Gamma_+$ is the flux striking the wall, the overall balance $GV=A\gamma\Gamma_+$ gives $\Gamma_+=GV/(A\gamma)$. The re-emitted flux $(1-\gamma)\Gamma_+$ is uniform over the wall. Because the transport problem is linear, its solution is the one for a fully absorbing wall plus the gas maintained by this inflow. The latter is a uniform Maxwellian gas of density $n_c$, with $n_c\bar v/4=(1-\gamma)\Gamma_+$. Dividing $n_c$ by $G$ gives

$$
\tau(\gamma)=\tau(1)+\frac{4V(1-\gamma)}{A\bar v\gamma}.
$$

Chantry's wall term contains the same contribution, since

$$
\frac{2(2-\gamma)}{\gamma}=2+\frac{4(1-\gamma)}{\gamma}.
$$

In this steady problem, diffusion theory therefore errs only in the lifetime for a fully absorbing wall, $\tau(1)$.

A simulation of particles with a single speed and isotropic scattering between plates tested this, in units $a=\bar v=1$. At $\gamma=0.2$ the added time should be $4\times0.8/0.2=16$. It was 16.03 for a mean free path of 1 and 16.05 for a path of 10, equal to 16 within statistical error. The absorbing-wall lifetime was $12.20\pm0.10$ at path 0.1, where diffusion theory gives 12.00. At path 10 it was about 3.5 (simulated $3.48\pm0.02$) against 2.10, so diffusion theory was 40% low. Without collisions, a particle moving at angle $\theta$ to the normal needs a mean time $a/(\bar v|\cos\theta|)$ to reach a plate. The average over isotropic directions diverges logarithmically, a feature that diffusion theory lacks. With $\gamma=0.2$, however, the total at path 10 is $3.48+16.05=19.5$ against $18.1$, an error of only 7%.

For a worked case, take chlorine atoms in a molecular chlorine discharge of the kind used to etch aluminium films. The chamber has $R=18$ cm and $L=12$ cm, the gas is at 500 K, and $\gamma=0.05$. These are rough typical values. The diffusion coefficient follows from momentum exchange between hard spheres of collision cross-section $Q$ and reduced mass $\mu$. Let species 1 drift through species 2 with a small relative velocity $u$. Hard-sphere scattering is isotropic in the centre-of-mass frame, so a collision at relative speed $g$ removes on average the whole relative momentum. Approximate each species by a Maxwellian shifted by its drift velocity. To first order in $u$, the relative Maxwellian is then multiplied by $1+\mu ug_z/k_BT$, and

$$
\langle gg_z\rangle=\frac{\mu u}{3k_BT}\langle g^3\rangle=\frac43\bar gu,
$$

because a Maxwellian has $\langle g^3\rangle=4k_BT\bar g/\mu$. The pressure gradient balances the friction:

$$
k_BT\nabla n_1=-\tfrac43n_1n_2Q\mu\bar g(u_1-u_2).
$$

If there is no net particle flux, $n_1u_1=-n_2u_2$, so $n_2(u_1-u_2)=(n_2+n_1)u_1=Nu_1$, where $N$ is the total density. Using $k_BT/\mu=\pi\bar g^2/8$ then gives

$$
D=\frac{3k_BT}{4NQ\mu\bar g}=\frac{3\pi\bar g}{32NQ}.
$$

For Cl in Cl$_2$, $\mu$ is two thirds of the atomic mass, so $\bar g=\sqrt{3/2}\,\bar v$. With $\bar v=5.46\times10^4$ cm/s this is $6.69\times10^4$ cm/s. An assumed collision diameter of 0.40 nm gives $Q=5.03\times10^{-15}$ cm$^2$. At 10 mTorr, $N=1.93\times10^{14}$ cm$^{-3}$ and $D=2.03\times10^4$ cm$^2$/s.

The geometry gives $\Lambda^2=11.58$ cm$^2$ and $V/A=3.60$ cm. The wall loss speed is $s=0.05\times54647/(2\times1.95)=701$ cm/s. The two resistances and their sum are

$$
\tau_D=\frac{11.58}{20305}\ \text{s}=0.57\ \text{ms},\qquad
\tau_w=\frac{3.60}{701}\ \text{s}=5.14\ \text{ms},
$$

$$
\tau_D+\tau_w=5.71\ \text{ms}.
$$

The loss rate is 175 s$^{-1}$, against 176 s$^{-1}$ for the solved mode. Surface reaction supplies 90% of the resistance, so the result depends strongly on $\gamma$. Doubling $\gamma$ to 0.10 reduces $\tau_w$ to 2.50 ms and raises the rate to 325 s$^{-1}$.

With temperature and $\gamma$ fixed, $D$ varies as the inverse of pressure and $\tau_w$ does not change. The resistances are equal at 90 mTorr. At 100 mTorr the sum is 10.84 ms and the solved time 10.72 ms, a difference of 1.1%. The opposing errors account for this small value. Here $p_1+q_1=40.4$ ms and $p_2+q_2=15.7$ ms, which combine in parallel to 11.33 ms, 5.7% above the solved time. The regrouping removes most of that excess.

At 1000 mTorr the sum is 62.15 ms and the solved time 61.82 ms. The agreement is good for predicting $k$ but less so for extracting $\gamma$. Subtracting $\tau_D=57.01$ ms from the solved time leaves 4.81 ms for the wall, 6% below the true 5.14 ms. A 2% error in $D$ would shift this remainder by about 1.1 ms, over a fifth of its value. Where the uncertainty in $D$ is the main concern, low pressure is the better regime for inferring $\gamma$ in this vessel.

Real etching chambers of this type work at roughly a few to a few tens of mTorr, so the 1000 mTorr case lies well outside their usual range. At 10 mTorr the largest departure from the model, among the effects sized here, is the non-uniform surface. A bare aluminium wafer of radius 10 cm with an assumed $\gamma=0.3$ raises the solved rate at 10 mTorr from 176 to 240 s$^{-1}$, an increase of 36%. Putting the area average of $s$ into the sum gives 257 s$^{-1}$, 7% too high. That average assumes equal density over all surfaces, while in the solved mode the density at the wafer is only about 0.63 of its mean over the other walls. Weighting $s$ by the wall density overcorrects, giving 229 s$^{-1}$, so the sum is only a rough guide for a patchy wall. A wall at 350 K beside gas at 500 K can also matter. Suppose the gas cools to the wall temperature within a layer thin compared with the vessel. At fixed pressure and composition the wall flux varies as $n\bar v\propto T^{-1/2}$, which raises the effective $s$ by a factor 1.195 and the estimated rate by 17%. If the temperature instead falls gradually from 500 K at the centre, the cooler gas also stores more radicals. With surface reaction as the main resistance, the atomic fraction is nearly uniform, and the rate changes by a factor of about 1.195 divided by the volume average of $(500\ \text{K})/T$. The rise is then smaller, and it becomes a fall if that average exceeds 1.195. The 17% figure for a thin layer is rough at 10 mTorr, where the mean free path is not small compared with a thin layer.

Other losses act in the volume. At 10 mTorr, pumping at a feed of 100 sccm, treated as uniform removal of undissociated gas, adds 19 s$^{-1}$. At fixed feed this rate varies inversely with pressure. Ionization occurs at about 40 s$^{-1}$ for an assumed electron density of $10^{11}$ cm$^{-3}$ and coefficient of $4\times10^{-10}$ cm$^3$/s, but it is a permanent loss only to the extent that ions do not return from the wall as atoms. Three-body recombination, with an assumed coefficient of $10^{-32}$ cm$^6$/s and half the particles atomic, is only $4\times10^{-4}$ s$^{-1}$ at 10 mTorr. At fixed composition it grows as $N^2$, reaching about 4 s$^{-1}$ at 1000 mTorr, where the wall loss rate is only 16 s$^{-1}$. It can no longer be ignored there.

Recombination at the wall also breaks the assumption of no net particle flux, since two atoms return as one molecule. With atomic fraction $x$ and molecular flux $J_2=-J_1/2$,

$$
J_1=x(J_1+J_2)-ND\nabla x\quad\Rightarrow\quad J_1=-\frac{ND\nabla x}{1-x/2}.
$$

At $x=0.5$ this multiplies $D$ by 1.33, yet the rate rises only to 180 s$^{-1}$, because diffusion is the smaller resistance. The finite mean free path has no resolvable effect here. At 10 mTorr the hard-sphere path $\bar v/(NQ\bar g)$ is 0.84 cm, and the single-speed model reproduces $D$ with an effective path $3D/\bar v=1.11$ cm. With that path, the single-speed particle simulation of the closed chamber gives a steady lifetime of $5.61\pm0.04$ ms, against 5.64 ms from the diffusion equation. The numerical output lists the values used.

## Computed results

```
Hard-sphere friction factor: 1.3333
Shapes with a = D = 1: steady coefficient, Lambda^2, largest excess of sum, at s
  slab          0.3333  0.4053  5.1 %  s = 2.37
  long cylinder 0.1250  0.1729  8.6 %  s = 3.16
  sphere        0.0667  0.1013  11.4 %  s = 3.16
Finite cylinders, error of sum: lowest -3.8 % at R/(L/2) = 10.00
Finite cylinders, error of sum: highest 7.4 % at R/(L/2) = 1.00
Slab particles, a = v = 1: path, black-wall time +- error, diffusion value
  0.1  12.200 +- 0.096  12.000
  1.0  3.492 +- 0.012  3.000
  10.0  3.477 +- 0.016  2.100
Extra time at gamma = 0.2: path 1: 16.03, path 10: 16.05, predicted 16.00
Chamber radius, height: 18, 12 cm
Gas temperature: 500 K; gamma: 0.05
Collision diameter: 0.40 nm; Cl mass: 35.45 u
Volume: 12215 cm^3; area: 3393 cm^2; V/A: 3.60 cm
Lambda^2: 11.58 cm^2
Mean speed: 54647 cm/s; wall loss speed s: 701 cm/s
Wall-reaction time: 5.138 ms
p (mTorr), D (cm^2/s), diffusion, sum, solved mode (ms), error of sum
  10  20305  0.570  5.709  5.679  0.52 %
  100  2031  5.701  10.839  10.724  1.08 %
  1000  203  57.008  62.147  61.822  0.53 %
Crossover pressure: 90 mTorr
At 10 mTorr: gas density 1.931e+14 cm^-3; mean free path 1.11 cm
Loss rate from sum: 175.2 /s; solved mode: 176.1 /s
Steady lifetime, diffusion: 5.642 ms
Steady lifetime, particles: 5.608 +- 0.039 ms
Wafer radius 10 cm, gamma on Al 0.3
Loss rate with wafer, solved: 240.3 /s
Loss rate with wafer, area-averaged s in sum: 256.6 /s
Pumping rate at 100 sccm: 19.0 /s
Wall at 350 K: wall loss speed times 1.195
Electron density 1e+11 cm^-3, ionization coefficient 4e-10 cm^3/s
Ionization rate: 40 /s
Three-body coefficient 1e-32 cm^6/s, Cl fraction 0.5
Three-body recombination rate: 3.7e-04 /s
Counterflow: D times 1.333, loss rate 180.4 /s
```
